# ZORA for Hydrogen-Like Ions: Two Proofs That Scaled Energies Are Exact: verification in Python

```python
"""
Result under test (Hartree atomic units, C = speed of light):
for V = -Z/r the ZORA levels are eps = 2C^2 E/(2C^2 + E), where E < 0 is the
Dirac level measured from the rest energy, and the scaled ZORA energy
eps/(1 + N) equals E, with N = <sigma.p C^2/(2C^2 - V)^2 sigma.p>.
H(w) = V + sigma.p C^2/(2C^2 + w - V) sigma.p has levels lambda(w):
ZORA is lambda(0), and a Dirac level solves lambda(E) = E.
Radial form: large component P(r)/r, angular quantum number kappa, and
sigma.p acts as P' + kappa P/r. Levels come from diagonalization in a
Laguerre basis, with all integrals done on a logarithmic grid.
"""
import numpy as np
from scipy.constants import fine_structure, physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln

C = 1.0 / fine_structure
REST2 = 2.0 * C**2
EV = physical_constants["Hartree energy in eV"][0]


def basis(r, charge, kappa, size):
    """Orthonormal radial functions P and their images P' + kappa P/r."""
    gamma = np.sqrt(kappa**2 - (charge / C)**2)
    beta = 0.6 * charge
    x = 2 * beta * r
    n = np.arange(size)[:, None]
    log_norm = 0.5 * (np.log(2 * beta) + gammaln(n + 1)
                      - gammaln(n + 2 * gamma + 1))
    envelope = np.exp(log_norm + gamma * np.log(x) - x / 2)
    values = envelope * eval_genlaguerre(n, 2 * gamma, x)
    lower = eval_genlaguerre(np.maximum(n - 1, 0), 2 * gamma + 1, x)
    lower = np.where(n > 0, lower, 0.0)
    slope = values * (gamma / r - beta) - 2 * beta * envelope * lower
    return values, slope + kappa * values / r


class RadialProblem:
    def __init__(self, charge, kappa, index, screening=0.0, constant=0.0,
                 size=30):
        step = 0.01
        self.charge, self.kappa, self.size = charge, kappa, size
        self.index = index
        self.r = np.exp(np.arange(-30.0, 6.0, step)) / charge
        self.w = self.r * step
        self.V = -charge * np.exp(-screening * self.r) / self.r + constant
        self.P, self.D = basis(self.r, charge, kappa, size)
        self.S = (self.P * self.w) @ self.P.T

    def solve(self, stiffness):
        H = (self.P * (self.V * self.w)) @ self.P.T
        H += (self.D * (stiffness * self.w)) @ self.D.T
        levels, vectors = eigh(H, self.S)
        return levels[self.index], vectors[:, self.index]

    def shifted(self, w):
        return self.solve(C**2 / (REST2 + w - self.V))

    def truncated(self, energy, order):
        q = -energy / (REST2 - self.V)
        series = sum(q**k for k in range(order + 1))
        return self.solve(C**2 / (REST2 - self.V) * series)

    def self_consistent(self, level_at):
        zora = self.shifted(0.0)[0]
        return brentq(lambda e: level_at(e) - e, zora, 0.0,
                      xtol=1e-12 * self.charge**2, rtol=1e-14)

    def dirac(self):
        energy = self.self_consistent(lambda e: self.shifted(e)[0])
        return energy, self.shifted(energy)[1]

    def zora(self):
        """ZORA level, vector and small-component norm N."""
        eps, vector = self.shifted(0.0)
        image = vector @ self.D
        small = np.sum(self.w * C**2 / (REST2 - self.V)**2 * image**2)
        return eps, vector, small


def sommerfeld(charge, n, kappa):
    gamma = np.sqrt(kappa**2 - (charge / C)**2)
    ratio = charge / C / (n - abs(kappa) + gamma)
    return C**2 * (1 / np.sqrt(1 + ratio**2) - 1)


def close(a, b, tolerance=1e-9):
    return abs(a - b) <= tolerance * abs(b)


STATES = [("1s1/2", 1, -1, 0), ("2s1/2", 2, -1, 1), ("2p1/2", 2, 1, 0),
          ("2p3/2", 2, -2, 0), ("3d3/2", 3, 2, 0)]
Z = 80
print(f"speed of light C = {C:.6f} a.u.; 2C^2 = {REST2:.4f} hartree")
print(f"Hydrogen-like ion, Z = {Z}, point nucleus; energies in hartree")
print("state    Dirac E        ZORA eps       scaled ZORA    N")
worst_map = worst_scaled = 0.0
for charge in (1, Z):
    for name, n, kappa, index in STATES:
        problem = RadialProblem(charge, kappa, index)
        E, dirac_vector = problem.dirac()
        eps, zora_vector, N = problem.zora()
        scaled = eps / (1 + N)
        mapped = REST2 * E / (REST2 + E)
        # Numerical Dirac level against the closed formula.
        assert close(E, sommerfeld(charge, n, kappa))
        assert close(eps, mapped)
        assert close(scaled, E)
        assert abs(N + eps / REST2) < 1e-9
        # Coordinate scaling makes lambda(w) linear in w.
        for w in (-0.3 * C**2, 0.5 * C**2):
            assert close(problem.shifted(w)[0], (1 + w / REST2) * eps)
        # The ZORA function is the Dirac large component at r/mu.
        mu = 1 + E / REST2
        stretched = dirac_vector @ basis(problem.r / mu, charge, kappa,
                                         problem.size)[0]
        zora_P = zora_vector @ problem.P
        norm = np.sqrt(np.sum(problem.w * stretched**2))
        overlap = abs(np.sum(problem.w * stretched * zora_P)) / norm
        assert abs(overlap - 1) < 1e-9
        if charge == Z:
            worst_map = max(worst_map, abs(eps - mapped))
            worst_scaled = max(worst_scaled, abs(scaled - E))
            print(f"{name}  {E:13.6f}  {eps:13.6f}  {scaled:13.6f}  {N:.7f}")
        elif name == "1s1/2":
            hydrogen = (E, eps)
print(f"largest |eps - 2C^2 E/(2C^2+E)| = {worst_map:.1e} hartree")
print(f"largest |scaled ZORA - E| = {worst_scaled:.1e} hartree")

# Details of the 1s level.
ground = RadialProblem(Z, -1, 0)
E, dirac_vector = ground.dirac()
eps, zora_vector, N = ground.zora()
gamma = np.sqrt(1 - (Z / C)**2)
mu = 1 + E / REST2
assert close(E, C**2 * (gamma - 1))
assert close(eps, -2 * Z**2 / (1 + gamma)**2)
assert eps < E and close(eps - E, -E**2 / (REST2 + E), 1e-7)
dirac_P, zora_P = dirac_vector @ ground.P, zora_vector @ ground.P
r_dirac = np.sum(ground.w * ground.r * dirac_P**2)
r_zora = np.sum(ground.w * ground.r * zora_P**2)
assert close(r_zora / r_dirac, mu, 1e-8)
plain_overlap = abs(np.sum(ground.w * dirac_P * zora_P))
print("1s level, Z = 80:")
print(f"  gamma = {gamma:.7f}; scale factor 1+E/(2C^2) = {mu:.7f}")
print(f"  Dirac E = {E * EV / 1000:.4f} keV; ZORA = {eps * EV / 1000:.4f} keV")
print(f"  ZORA error eps - E = {eps - E:.4f} hartree"
      f" = {100 * (eps - E) / E:.3f} % of E")
print(f"  mean radius, Dirac large component = {r_dirac:.7f} bohr")
print(f"  mean radius, ZORA = {r_zora:.7f} bohr")
print(f"  overlap of the two unscaled functions = {plain_overlap:.6f}")

# Successive truncations of the expansion in E/(2C^2 - V).
print("  error of self-consistent truncation at order k, hartree:")
errors = [eps - E]
for order in (1, 2, 3):
    root = ground.self_consistent(
        lambda e: ground.truncated(e, order)[0])
    errors.append(root - E)
q_max = abs(E) / REST2
for order, error in enumerate(errors):
    print(f"    k = {order}: {error:.6f}")
for before, after in zip(errors, errors[1:]):
    assert before < 0 and after < 0 and after / before < q_max
print(f"  largest expansion parameter |E|/(2C^2) = {q_max:.6f}")

# Pointwise comparison with the expansion in (E - V)/(2C^2).
r_critical = Z / (REST2 - E)
r_test = 0.5 * r_critical
exact = C**2 / (REST2 + E + Z / r_test)
t = (E + Z / r_test) / REST2
q = -E / (REST2 + Z / r_test)
naive = [abs(0.5 * sum((-t)**k for k in range(m)) - exact) for m in (10, 20)]
regular = C**2 / (REST2 + Z / r_test) * sum(q**k for k in range(20))
assert naive[1] > 100 * naive[0] and abs(regular - exact) < 1e-12
print(f"  (E-V)/(2C^2) series diverges for r < {r_critical:.7f} bohr")

# A constant added to the potential.
constant = 100.0
raised = RadialProblem(Z, -1, 0, constant=constant)
eps_up, _, N_up = raised.zora()
scaled_up = eps_up / (1 + N_up)
assert close(eps_up - eps, constant * (1 + N), 1e-7)
assert close(scaled_up - E, constant, 1e-7)
print(f"  potential raised by {constant:.1f} hartree:")
print(f"    ZORA level rises by {eps_up - eps:.6f} hartree")
print(f"    scaled ZORA level rises by {scaled_up - E:.6f} hartree")

# Hydrogen: the weakly relativistic limit.
E_h, eps_h = hydrogen
assert close(eps_h - E_h, -E_h**2 / REST2, 1e-3)
print(f"Hydrogen 1s: E = {E_h:.9f}, eps = {eps_h:.9f} hartree")
print(f"  eps - E = {eps_h - E_h:.3e} hartree")

# Screened potential: the Coulomb scaling is lost.
screening = 10.0
results = []
for size in (26, 34):
    model = RadialProblem(Z, -1, 0, screening=screening, size=size)
    E_s = model.dirac()[0]
    eps_s, _, N_s = model.zora()
    results.append((E_s, eps_s, N_s, eps_s / (1 + N_s) - E_s))
E_s, eps_s, N_s, error_s = results[-1]
change = max(abs(results[0][k] - results[1][k]) for k in (0, 1, 3))
h = 20.0
derivative = (model.shifted(h)[0] - model.shifted(-h)[0]) / (2 * h)
assert abs(derivative + N_s) < 1e-6
mapped_s = REST2 * E_s / (REST2 + E_s)
assert abs(error_s) > 1000 * max(change, 1e-8)
assert abs(mapped_s - eps_s) > 1.0
print(f"Screened model V = -{Z} exp(-{screening:.0f} r)/r, lowest s level:")
print(f"  Dirac E = {E_s:.6f} hartree")
print(f"  ZORA eps = {eps_s:.6f} hartree")
print(f"  2C^2 E/(2C^2+E) = {mapped_s:.6f} hartree")
print(f"  N = {N_s:.7f}; -eps/(2C^2) = {-eps_s / REST2:.7f}")
print(f"  scaled ZORA - E = {error_s:.6f} hartree")
print(f"  change with basis size = {change:.1e} hartree")
print("done: every assertion held")
```

Running it gives:

```
speed of light C = 137.035999 a.u.; 2C^2 = 37557.7301 hartree
Hydrogen-like ion, Z = 80, point nucleus; energies in hartree
state    Dirac E        ZORA eps       scaled ZORA    N
1s1/2   -3532.192093   -3898.869057   -3532.192093  0.1038100
2s1/2    -904.847783    -927.185713    -904.847783  0.0246869
2p1/2    -904.847783    -927.185713    -904.847783  0.0246869
2p3/2    -817.807495    -836.011374    -817.807495  0.0222594
3d3/2    -366.142710    -369.747302    -366.142710  0.0098448
largest |eps - 2C^2 E/(2C^2+E)| = 8.0e-11 hartree
largest |scaled ZORA - E| = 6.9e-11 hartree
1s level, Z = 80:
  gamma = 0.8119060; scale factor 1+E/(2C^2) = 0.9059530
  Dirac E = -96.1158 keV; ZORA = -106.0936 keV
  ZORA error eps - E = -366.6770 hartree = 10.381 % of E
  mean radius, Dirac large component = 0.0163988 bohr
  mean radius, ZORA = 0.0148566 bohr
  overlap of the two unscaled functions = 0.996807
  error of self-consistent truncation at order k, hartree:
    k = 0: -366.676964
    k = 1: -24.708888
    k = 2: -1.952208
    k = 3: -0.158195
  largest expansion parameter |E|/(2C^2) = 0.094047
  (E-V)/(2C^2) series diverges for r < 0.0019469 bohr
  potential raised by 100.0 hartree:
    ZORA level rises by 110.381003 hartree
    scaled ZORA level rises by 100.000000 hartree
Hydrogen 1s: E = -0.500006657, eps = -0.500013313 hartree
  eps - E = -6.657e-06 hartree
Screened model V = -80 exp(-10 r)/r, lowest s level:
  Dirac E = -2793.513332 hartree
  ZORA eps = -3078.669586 hartree
  2C^2 E/(2C^2+E) = -3017.988883 hartree
  N = 0.1022021; -eps/(2C^2) = 0.0819717
  scaled ZORA - E = 0.314578 hartree
  change with basis size = 4.8e-11 hartree
done: every assertion held
```
